# Correct total spin does not identify the ground state: atomic iridium

The operator $S^2$ acts on spin alone. If one spatial unitary transformation is applied to every electron, whatever its spin, $\langle S^2\rangle$ cannot change. For a determinant with $N_\alpha$ spin-up and $N_\beta$ spin-down electrons, $\langle S^2\rangle$ can therefore depend only on what such a transformation leaves fixed: the two electron numbers and the singular values of the overlap matrix between the occupied $\alpha$ and $\beta$ orbitals. The identity of the orbitals, $5d$ or $6s$, is not in this list, and neither is the energy. Spin is measured below in units of $\hbar$.

## Two quartets of one atom

A free iridium atom is the vapour species in evaporated-metal deposition, and the atomic reference for the dissociation energy of an iridium precursor. Let the intended state be the quartet $5d^76s^2$. The competitor is the quartet $5d^86s^1$.

An effective core potential with scalar relativity leaves 17 electrons. In both states ten $\alpha$ electrons fill $5s$, $5p$, $5d$ and $6s$. Seven $\beta$ electrons remain; four fill $5s$ and $5p$, and the other three occupy

$$
A:\ \{6s,\ d_{z^2},\ d_{x^2-y^2}\},\qquad
B:\ \{d_{xy},\ d_{yz},\ d_{xz}\}.
$$

State $A$ has $5+2=7$ $d$ electrons and two $6s$ electrons. State $B$ has $5+3=8$ and one. Three $\beta$ labels differ although the shell count changes by one electron, because these are particular spatial components of the two terms.

**Spin.** With common orbitals for both spins, the raising operator $S_+$ turns a $\beta$ electron into an $\alpha$ electron in the same orbital. All these $\alpha$ places are filled, so $S_+|A\rangle=S_+|B\rangle=0$. Both have $M=(10-7)/2=3/2$, hence $S=3/2$ and $S^2=\tfrac32\cdot\tfrac52=3.75$.

**Orbital angular momentum.** The filled $\alpha$ shell has $L=0$, so only the three $\beta$ electrons count. Two like-spin electrons in a $d$ shell have ten states. Their largest $M_L$ is $2+1=3$, giving $L=3$ with seven states; the other three form $L=1$. Three like-spin $d$ electrons also have ten states and largest $M_L=2+1+0=3$, with the same division.

Now turn the atom by $90^\circ$ about $z$, so that $x\to y$ and $y\to-x$. Then $d_{z^2}$ is unchanged and $d_{x^2-y^2}$ changes sign, so $A$ is multiplied by $-1$. In $B$, $d_{xy}$ changes sign while $d_{xz}\to d_{yz}$ and $d_{yz}\to-d_{xz}$, a block of determinant $+1$; $B$ is also multiplied by $-1$. Every cubic rotation maps each of these orbital sets into itself, so each determinant is only multiplied by a sign. An $L=1$ term transforms as a vector, and no direction is preserved by all cubic rotations. Both states must therefore have $L=3$. Both also have even parity. They are $^4F$ states, and $L^2$ and parity separate them no better than $S^2$ does.

**No mixing within the shell.** A Hamiltonian with one- and two-electron terms cannot connect determinants that differ in three spin orbitals, so $\langle A|H|B\rangle=0$. Could they mix through other determinants? With the $\alpha$ shell full there are $\binom63=20$ choices for three $\beta$ electrons in $5d$ and $6s$. Write $t$ for the three orbitals of $B$ and $e$ for the two $d$ orbitals of $A$. The remaining sets are $t^2e$, $te^2$, $t^2s$ and $tes$. The sets $te^2$ and $t^2s$ form irreducible triplets. The other two are products of a triplet and a doublet; a one-dimensional symmetry type could occur there only if the factors had equal dimension. None of them shares the symmetry of $A$ and $B$. Within this shell and a common set of spherical orbitals, $A$ and $B$ are thus exact eigenstates of the spin-free Hamiltonian.

## What calculations report

In unrestricted calculations the orbitals relax separately for each spin, so $S$ and $L$ are no longer strictly pure. With the def2-TZVP basis:

| Quantity | $5d^76s^2$ | $5d^86s^1$ |
|---|---:|---:|
| $\langle S^2\rangle$, UHF | 3.7675 | 3.7527 |
| $\langle S^2\rangle$, PBE determinant | 3.7555 | 3.7505 |
| Unpaired $d$ / $s$ electrons, UHF | 3 / 0 | 2 / 1 |
| $\langle\sum r^2\rangle$, UHF (bohr$^2$) | 57.1 | 52.5 |

Both UHF solutions are stationary, and in each spin channel their empty orbitals lie at least 9 eV above the occupied ones. An ordered orbital spectrum therefore gives no warning either. It does not prove that a solution is a local minimum, which would need a stability analysis.

Define the gap as $\Delta=E(5d^86s^1)-E(5d^76s^2)$. In UHF,

$$
\Delta=-103.437133-(-103.443214)=0.006081\ \text{hartree}=0.17\ \text{eV}.
$$

The intended state is lower, yet its $\langle S^2\rangle$ is farther from 3.75: the excess is 0.0175, against 0.0027 for the competitor. Choosing the solution with the cleaner spin would choose the higher one.

The other levels of theory give

| Method | $\Delta$ (eV) |
|---|---:|
| PBE | −0.13 |
| MP2 | 0.24 |
| CCSD | 0.31 |
| CCSD(T) | 0.34 |

PBE reverses the order, with nearly ideal spin values for both states. Taking the lower of two solutions of one method is therefore not sufficient either. All these gaps belong to the determinants $A$ and $B$. An approximate method need not give every spatial component of one term the same energy, so another choice of components can change the gap. Other components were not computed, and the PBE sign is shown only for this pair. Two further $f$ shells lower the MP2 gap by 0.02 eV. This probes only the $f$ space; the $s$, $p$ and $d$ sets were not enlarged and no $g$ functions were added, so the basis error of every gap above may exceed the last digit shown. The CCSD(T) value still lacks the basis-set limit, higher excitations, correlation of the replaced core and spin-orbit coupling.

For a complex that dissociates into Ir and $n$ ligands L,

$$
D=E(\mathrm{Ir})+nE(\mathrm L)-E(\mathrm{IrL}_n).
$$

Replacing $A$ by $B$ as the atomic reference, with the other energies fixed, changes $D$ by $\Delta$: $+0.34$ eV with CCSD(T), $-0.13$ eV with PBE.

## The general statement and its proof

*For spin-free orbital changes, $\langle S^2\rangle$ is invariant. It can certify spin under stated conditions, but it cannot by itself certify an orbital occupation or a ground state.*

Let $a^\dagger_{p\sigma}$ create an electron in orthonormal spatial orbital $p$ with spin $\sigma$, and define

$$
S_+=\sum_r a^\dagger_{r\alpha}a_{r\beta},\qquad
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}.
$$

The anticommutation rules give $[a_A^\dagger a_B,a_C^\dagger a_D]=\delta_{BC}a_A^\dagger a_D-\delta_{AD}a_C^\dagger a_B$. The $\alpha$ part of $E_{pq}$ contributes the first term and the $\beta$ part the second:

$$
[E_{pq},S_+]=a^\dagger_{p\alpha}a_{q\beta}-a^\dagger_{p\alpha}a_{q\beta}=0 .
$$

Taking the adjoint, and using $E_{pq}^\dagger=E_{qp}$, shows that every $E_{pq}$ commutes with $S_-$. It then commutes with $S_z=\tfrac12[S_+,S_-]$, and so with $S^2$. Any orbital rotation $U=\exp(\sum_{pq}\kappa_{pq}E_{pq})$, with $\kappa$ anti-Hermitian, obeys

$$
\langle\Psi|U^\dagger S^2U|\Psi\rangle=\langle\Psi|S^2|\Psi\rangle .
$$

The Hamiltonian does not in general commute with $U$, so the energy may change. Exchanging the orbital sets of $A$ and $B$ is such a rotation: it leaves the full $\alpha$ shell unchanged, apart from a phase, and turns one state into the other.

For a determinant the value follows explicitly. Since $S_\pm=S_x\pm iS_y$,

$$
S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z,
$$

and therefore $S^2=S_-S_++S_z(S_z+1)$. Next,

$$
\begin{aligned}
S_-S_+&=\sum_{pq}a^\dagger_{q\beta}a_{q\alpha}a^\dagger_{p\alpha}a_{p\beta}\\
&=\sum_{pq}a^\dagger_{q\beta}(\delta_{pq}-a^\dagger_{p\alpha}a_{q\alpha})a_{p\beta}\\
&=\hat N_\beta-\sum_{pq}a^\dagger_{q\beta}a_{p\beta}\,a^\dagger_{p\alpha}a_{q\alpha}.
\end{aligned}
$$

In the last line $a_{p\beta}$ passed two $\alpha$ operators, so the two sign changes cancel. In a determinant of separate $\alpha$ and $\beta$ orbitals the expectation value factorizes into the two one-electron density matrices. The sum is the trace of the product of the projectors onto the occupied spaces:

$$
\langle S^2\rangle=M(M+1)+N_\beta-\sum_{i}^{N_\alpha}\sum_{j}^{N_\beta}
|\langle\phi_i^\alpha|\phi_j^\beta\rangle|^2 .
$$

For each $j$ the sum over $i$ is at most 1. Hence, for $M\ge0$, $\langle S^2\rangle\ge M(M+1)$, with equality when the occupied $\beta$ space lies inside the occupied $\alpha$ space. The ideal value certifies this inclusion and says nothing about *which* $\beta$ space was chosen.

**Limits.** Components of a state with projection $M\ge0$ have $S\ge M$, so $\langle S^2\rangle=M(M+1)$ does prove pure spin $S=M$. At lower projection even that is lost: with $M=1/2$, a mixture of 62.5% $S=1/2$ and 37.5% $S=5/2$ gives $0.625(0.75)+0.375(8.75)=3.75$ without any quartet. In the opposite limit, six electrons in the six orbitals with $S=3$ must singly occupy all of them, and spin fixes the occupation within that shell. Orbitals outside it restore the ambiguity. In the present shell, with the configuration gap set to the CCSD(T) value, the 20 quartets span 1.8 eV.

## Spin-orbit coupling and the real atom

Iridium breaks the spin-free assumption. Add $\zeta\sum\mathbf l\cdot\mathbf s$ with $\zeta=0.5$ eV, a rough typical size for $5d$. The states of largest projection have $\beta$ $d$ electrons with $m=2,1$ in $5d^76s^2$ and $m=2,1,0$ in $5d^86s^1$. The filled $\alpha$ shell contributes zero, so both first-order shifts are

$$
-\tfrac12\zeta(2+1)=-\tfrac12\zeta(2+1+0)=-\tfrac32\zeta=-0.75\ \text{eV},
$$

and, with one $\zeta$ assumed for both configurations, they cancel in the gap. Higher orders do not. Diagonalizing all 220 shell determinants, with the spin-free gap held at 0.34 eV, gives 0.57 eV between the lowest levels of the two configurations. Their $\langle S^2\rangle$ values are 3.33 and 3.67. This shell allows only $S=1/2$ and $3/2$, so the quartet weight $w$ of the lowest level satisfies $3.75w+0.75(1-w)=3.33$, or $w\approx0.86$. In this model 3.75 is not the value of the actual ground level.

The observed ground level of Ir does belong to $5d^76s^2$, with the lowest $5d^86s^1$ level roughly 0.35 eV above it. The shell estimate is about 0.2 eV too large. Its $\zeta$ is only a rough value, and it omits $6p$ excitations and the separate correlation of each multiplet; how much each of these contributes to the difference was not tested. The closeness of the scalar CCSD(T) gap to the observed one is no proof of accuracy, because the neglected spin-orbit change is 0.23 eV in this model, an estimate from one value of $\zeta$ and one set of averaged orbitals. At a rough evaporation temperature of 2600 K, $k_BT=0.224$ eV, and the model in thermal equilibrium places 8% of atoms in $5d^86s^1$. For the two lowest levels alone, which have equal degeneracy, the population ratio is $e^{-0.57/0.224}\approx0.08$; the observed spacing would raise it to about 0.2.

These energies belong to the free atom and do not transfer to a ligated precursor. The spin argument does, wherever a spin-free description holds. There, identifying the state requires the orbital occupations or natural orbitals, the location of the spin density, and the energies of competing solutions at a level that treats their correlation adequately. The full numerical output follows.

## Computed results

```
Ir atom, def2-TZVP; explicit electrons: 17
Number of basis functions: 40
Spin test, explicit operator / formula: 2.23209138 / 2.23209138 hbar^2
Shell determinants / quartet states: 220 / 80
Independent quartets at maximum spin projection: 20
5d7 6s2: UHF energy = -103.44321379 hartree
5d7 6s2: <S^2> UHF / PBE = 3.76752 / 3.75549 hbar^2
5d7 6s2: UHF 5d / 6s electrons = 7.000 / 2.000
5d7 6s2: UHF unpaired d / s electrons = 3.000 / 0.000
5d7 6s2: UHF sum of <r^2> = 57.061 bohr^2
5d7 6s2: UHF alpha / beta orbital gap = 10.420 / 9.091 eV
5d8 6s1: UHF energy = -103.43713301 hartree
5d8 6s1: <S^2> UHF / PBE = 3.75271 / 3.75047 hbar^2
5d8 6s1: UHF 5d / 6s electrons = 8.000 / 1.000
5d8 6s1: UHF unpaired d / s electrons = 2.000 / 1.000
5d8 6s1: UHF sum of <r^2> = 52.480 bohr^2
5d8 6s1: UHF alpha / beta orbital gap = 9.571 / 9.465 eV
Overlap magnitude of the two UHF determinants: 0.0e+00
Gap, UHF: 0.1655 eV
Gap, PBE: -0.1317 eV
Gap, MP2: 0.2425 eV
Gap, MP2 with two extra f shells: 0.2256 eV
Gap, CCSD: 0.3144 eV
Gap, CCSD(T): 0.3376 eV
Shell gap before alignment: -0.5467 eV
Energy spread of the quartets after alignment: 1.8008 eV
Rough input, 5d spin-orbit constant: 0.5 eV
Lowest first-order shifts, d7s2 / d8s1: -0.7500 / -0.7500 eV
Spin-orbit level 1: 0.0000 eV, degeneracy 10
  <S^2> = 3.3253 hbar^2; d7/d8/d9 = 0.994/0.006/0.000
Spin-orbit level 2: 0.5666 eV, degeneracy 10
  <S^2> = 3.6744 hbar^2; d7/d8/d9 = 0.005/0.995/0.000
Spin-orbit level 3: 0.8822 eV, degeneracy 4
  <S^2> = 1.5092 hbar^2; d7/d8/d9 = 0.743/0.253/0.004
Spin-orbit level 4: 0.9557 eV, degeneracy 8
  <S^2> = 3.5607 hbar^2; d7/d8/d9 = 0.950/0.050/0.000
Spin-orbit level 5: 1.0863 eV, degeneracy 6
  <S^2> = 2.5230 hbar^2; d7/d8/d9 = 0.807/0.179/0.014
Gap of lowest mainly d8 and d7 levels: 0.5666 eV
Spin-orbit change of this gap: 0.2290 eV
Rough evaporation temperature: 2600 K; kT = 0.2241 eV
Thermal d7 / d8 / d9 shares: 0.9153 / 0.0846 / 0.0001
```
